**Steady inhibitor coverage in cyclic area-selective deposition**

If each cycle removes a fraction \(l\) of the inhibitor and redosing then fills a fraction \(r\) of all vacant sites, the coverage just after redosing tends to \(r/(r+l-rl)\). The program asserts this against a random simulation of individual sites for four pairs of \(l\) and \(r\), together with the coverage before redosing and, for the example, the scatter between patches. Stepwise cycling is used to assert the geometric approach to the steady state, the vacancy formula, the refill needed for a wanted coverage, and the finding that unequal refilling at fixed mean does not raise the coverage. The linear estimate for dead sites is compared with a cycle-by-cycle count, and the overgrowth formula with randomly placed growing discs. For \(l=0.10\) and \(r=0.80\) the output gives a steady coverage of 0.976, and 0.975 in the site simulation. With a nucleation probability of \(10^{-3}\) per vacant site and pulse, 40% of the surface is overgrown after 100 cycles, although the inhibitor coverage on the free surface is taken as steady. The example parameters are rough assumed values, not measurements.

## Numerical check

```python
"""Steady inhibitor coverage in cyclic area-selective deposition.

Result under test: if each cycle first removes a fraction l of the inhibitor
and redosing then fills a fraction r of all vacant sites, the coverage just
after redosing tends to r/(r + l - r*l).

Symbols: l = loss fraction, r = refill fraction, coverage = occupied sites
divided by all sites, p = chance that a vacant site nucleates film in one
precursor pulse, g = growth of nucleus radius per cycle.
"""
import numpy as np
from scipy.optimize import brentq

rng = np.random.default_rng(12345)


def steady_formula(l, r):
    return r / (r + l - r * l)


def cycle_coverage(start, l, r, cycles):
    """Follow removal and redosing one after the other."""
    coverage = start
    for _ in range(cycles):
        remaining = coverage - l * coverage
        coverage = remaining + r * (1 - remaining)
    return coverage


def simulate_sites(l, r, number, cycles):
    """Random removal and refilling of individual sites, from bare."""
    occupied = np.zeros(number, dtype=bool)
    for _ in range(cycles):
        occupied &= rng.random(number) >= l
        before = occupied.mean()
        occupied |= rng.random(number) < r
    return before, occupied


def overgrown_fraction(density_per_cycle, g, cycles):
    n = cycles
    disc_sum = np.pi * g**2 * n * (n + 1) * (2 * n + 1) / 6
    return 1 - np.exp(-density_per_cycle * disc_sum)


# Example parameters: rough values for trimethylsilyl groups on SiO2
loss, refill = 0.10, 0.80
site_density = 2.0        # inhibitor sites per nm^2
patch_side = 20.0         # nm
growth = 0.1              # nm per cycle
run_cycles = 100
patch_sites = int(round(site_density * patch_side**2))
steady = steady_formula(loss, refill)
vacant = 1 - steady
naive = refill / (refill + loss)

# Site-by-site simulation against the steady formula
number = 250 * patch_sites
for l, r in [(loss, refill), (0.5, 0.3), (0.9, 0.2), (0.05, 0.05)]:
    before, occupied = simulate_sites(l, r, number, 120)
    expected = steady_formula(l, r)
    sigma = np.sqrt(expected * (1 - expected) / number)
    assert abs(occupied.mean() - expected) < 5 * sigma + 1e-5
    assert abs(before - (1 - l) * expected) < 5 * 0.5 / np.sqrt(number)
    if (l, r) == (loss, refill):
        simulated = occupied.mean()
        assert abs(simulated - naive) > 20 * sigma
        counts = (~occupied).reshape(-1, patch_sites).sum(axis=1)
        simulated_scatter = counts.std(ddof=1)
scatter = np.sqrt(patch_sites * steady * vacant)
# 250 patches fix a standard deviation to about 4.5 percent
assert abs(simulated_scatter / scatter - 1) < 0.22

# Approach from any start, and limiting cases
for l, r in [(loss, refill), (0.3, 0.05), (0.02, 0.6)]:
    q = (1 - r) * (1 - l)
    target = steady_formula(l, r)
    for start in (0.0, 0.4, 1.0):
        for n in (1, 3, 10):
            law = target + (start - target) * q**n
            assert abs(cycle_coverage(start, l, r, n) - law) < 1e-12
assert cycle_coverage(0.37, 0.0, 0.0, 50) == 0.37
slow = cycle_coverage(0.0, 0.001, 0.004, 5000)
assert abs(slow - 0.004 / (0.004 + 0.001)) < 1e-3

# Vacancy formula and refill needed for a wanted coverage
cycled_vacancy = 1 - cycle_coverage(0.0, loss, refill, 200)
vacancy_formula = loss * (1 - refill) / (refill + loss - refill * loss)
assert abs(cycled_vacancy - vacancy_formula) < 1e-12
wanted = 0.99
needed = loss * wanted / (1 - (1 - loss) * wanted)
needed_root = brentq(
    lambda r: cycle_coverage(0.0, loss, r, 300) - wanted, 0.2, 1.0)
assert abs(needed - needed_root) < 1e-8

# Unequal sites at fixed mean refill never raise the mean coverage
for _ in range(200):
    l = rng.uniform(0.05, 0.95)
    r_classes = rng.uniform(0.02, 1.0, 3)
    mean_coverage = cycle_coverage(np.zeros(3), l, r_classes, 300).mean()
    assert mean_coverage <= steady_formula(l, r_classes.mean()) + 1e-8
    h = 1e-3
    r0 = rng.uniform(0.2, 0.9)
    curve = [cycle_coverage(0.0, l, r0 + s * h, 300) for s in (-1, 0, 1)]
    second = (curve[0] - 2 * curve[1] + curve[2]) / h**2
    exact = -2 * l * (1 - l) / (r0 + l - r0 * l)**3
    assert abs(second - exact) < 1e-3 * abs(exact) + 1e-5
hard_share, hard_refill = 0.10, 0.10
easy_refill = (refill - hard_share * hard_refill) / (1 - hard_share)
hard_coverage = cycle_coverage(0.0, loss, hard_refill, 300)
easy_coverage = cycle_coverage(0.0, loss, easy_refill, 300)
uneven_vacant = 1 - (hard_share * hard_coverage
                     + (1 - hard_share) * easy_coverage)

# Some removals leave a site that can no longer be refilled
dead_chance = 0.001
held, empty, dead = steady, vacant, 0.0
for _ in range(run_cycles):
    removed = loss * held
    dead += dead_chance * removed
    held -= removed
    empty += (1 - dead_chance) * removed
    filled = refill * empty
    held += filled
    empty -= filled
dead_estimate = dead_chance * loss * steady * run_cycles
assert abs(dead / dead_estimate - 1) < 0.01

# Overgrowth: randomly placed growing discs in periodic boxes
test_density = 1e-3 * site_density * vacant
box, boxes, points = 100.0, 800, 100
hits = 0
for _ in range(boxes):
    born = rng.poisson(test_density * box**2, run_cycles)
    radii = np.repeat(growth * np.arange(run_cycles, 0, -1), born)
    centres = rng.uniform(0, box, (len(radii), 2))
    probes = rng.uniform(0, box, (points, 2))
    gap = np.abs(probes[:, None, :] - centres[None, :, :])
    gap = np.minimum(gap, box - gap)
    inside = (gap**2).sum(axis=2) < radii**2
    hits += inside.any(axis=1).sum()
disc_simulated = hits / (boxes * points)
disc_formula = overgrown_fraction(test_density, growth, run_cycles)
# statistical error of the box average is a few thousandths
assert abs(disc_simulated - disc_formula) < 0.015

print(f"loss fraction l = {loss:.2f}")
print(f"refill fraction r = {refill:.2f}")
print(f"site density = {site_density:.1f} per nm^2")
print(f"patch side = {patch_side:.0f} nm, sites = {patch_sites}")
print(f"film growth = {growth:.1f} nm per cycle")
print(f"contraction factor q = {(1 - refill) * (1 - loss):.3f}")
for n in range(1, 6):
    value = cycle_coverage(0.0, loss, refill, n)
    print(f"coverage after cycle {n} from bare = {value:.5f}")
print(f"steady coverage after redosing = {steady:.5f}")
print(f"same, site simulation = {simulated:.5f}")
print(f"steady coverage before redosing = {(1 - loss) * steady:.5f}")
print(f"inhibitor lost per cycle / all sites = {loss * steady:.5f}")
print(f"steady vacancy after redosing = {vacant:.5f}")
print(f"vacancy density = {site_density * vacant:.4f} per nm^2")
print(f"mean vacancies in patch = {patch_sites * vacant:.1f}")
print(f"standard deviation of vacancies = {scatter:.1f}")
print(f"same, site simulation = {simulated_scatter:.1f}")
print(f"tempting balance r/(r+l) = {naive:.5f}")
print(f"its vacancy / true vacancy = {(1 - naive) / vacant:.2f}")
print(f"refill needed for coverage {wanted:.2f} = {needed:.4f}")
print(f"hard sites: share = {hard_share:.2f}, r = {hard_refill:.2f}")
print(f"easy sites: r = {easy_refill:.4f}")
print(f"coverage of hard sites = {hard_coverage:.4f}")
print(f"coverage of easy sites = {easy_coverage:.4f}")
print(f"vacancy with unequal sites = {uneven_vacant:.4f}")
print(f"ratio to equal-site vacancy = {uneven_vacant / vacant:.2f}")
print(f"chance that a removal leaves a dead site = {dead_chance:.3f}")
print(f"dead fraction after {run_cycles} cycles = {dead:.5f}")
print(f"dead fraction, linear estimate = {dead_estimate:.5f}")
for p in (1e-4, 1e-3, 1e-2):
    density = p * site_density * vacant
    covered = overgrown_fraction(density, growth, run_cycles)
    first = 1
    while overgrown_fraction(density, growth, first) < 0.01:
        first += 1
    print(f"p = {p:.0e}: nuclei = {density:.2e} per nm^2 per cycle")
    print(f"  overgrown after {run_cycles} cycles = {covered:.4f}")
    print(f"  first cycle with 1 percent overgrown = {first}")
print(f"overgrown for p = 1e-03, disc simulation = {disc_simulated:.3f}")
print("tests ok")
```

Printed output:

```
loss fraction l = 0.10
refill fraction r = 0.80
site density = 2.0 per nm^2
patch side = 20 nm, sites = 800
film growth = 0.1 nm per cycle
contraction factor q = 0.180
coverage after cycle 1 from bare = 0.80000
coverage after cycle 2 from bare = 0.94400
coverage after cycle 3 from bare = 0.96992
coverage after cycle 4 from bare = 0.97459
coverage after cycle 5 from bare = 0.97543
steady coverage after redosing = 0.97561
same, site simulation = 0.97523
steady coverage before redosing = 0.87805
inhibitor lost per cycle / all sites = 0.09756
steady vacancy after redosing = 0.02439
vacancy density = 0.0488 per nm^2
mean vacancies in patch = 19.5
standard deviation of vacancies = 4.4
same, site simulation = 4.5
tempting balance r/(r+l) = 0.88889
its vacancy / true vacancy = 4.56
refill needed for coverage 0.99 = 0.9083
hard sites: share = 0.10, r = 0.10
easy sites: r = 0.8778
coverage of hard sites = 0.5263
coverage of easy sites = 0.9863
vacancy with unequal sites = 0.0597
ratio to equal-site vacancy = 2.45
chance that a removal leaves a dead site = 0.001
dead fraction after 100 cycles = 0.00971
dead fraction, linear estimate = 0.00976
p = 1e-04: nuclei = 4.88e-06 per nm^2 per cycle
  overgrown after 100 cycles = 0.0505
  first cycle with 1 percent overgrown = 58
p = 1e-03: nuclei = 4.88e-05 per nm^2 per cycle
  overgrown after 100 cycles = 0.4046
  first cycle with 1 percent overgrown = 27
p = 1e-02: nuclei = 4.88e-04 per nm^2 per cycle
  overgrown after 100 cycles = 0.9944
  first cycle with 1 percent overgrown = 13
overgrown for p = 1e-03, disc simulation = 0.403
tests ok
```
